The one-in-a-billion threshold margin of nominally identical transistors

**Question**

A chip carries N = 10⁹ transistors of one design. The threshold shift X of each, measured from the mean threshold, is Gaussian with standard deviation σ = 25 mV. The shifts are independent unless a part says otherwise. Voltages are in mV where no unit is given.

**(a) State what "the margin exceeded by one device in a billion" means, and derive the equation that fixes it. Which assumptions does it need?**

*Model answer.* Give each device i an indicator that equals 1 if Xᵢ > m and 0 otherwise. The number K of devices above m is the sum of the indicators. The mean of an indicator is the probability that it equals 1, and the mean of a sum is the sum of the means, so

⟨K⟩ = N Q(m/σ),

Q(z) = ∫_z^∞ φ(t) dt, φ(t) = exp(−t²/2)/√(2π).

The margin is the level at which the expected number of exceedances is one:

N Q(m/σ) = 1.

This counts upward shifts, which make an n-channel device harder to turn on. If a downward shift of the same size also counts as a failure, the two equal tails add and the condition becomes 2N Q(m/σ) = 1.

The derivation uses the Gaussian law of each single device. It does not use independence, because means add whether or not the shifts are correlated.

**(b) Solve for the margin by hand, with a bound on the error of your method. Give the two-sided value as well.**

*Model answer.* Since φ′(t) = −tφ(t), write φ = (1/t)(tφ) and integrate by parts:

Q(z) = φ(z)/z − ∫_z^∞ φ(t)/t² dt.

The same step applied to the remaining integrals gives

∫_z^∞ φ/t² dt = φ(z)/z³ − 3 ∫_z^∞ φ/t⁴ dt,

∫_z^∞ φ/t⁴ dt = φ(z)/z⁵ − 5 ∫_z^∞ φ/t⁶ dt.

Substitution yields

Q(z) = (φ(z)/z) S(z) − 15 ∫_z^∞ φ/t⁶ dt, S(z) = 1 − 1/z² + 3/z⁴.

The last integral is positive and, by one more integration by parts, smaller than φ(z)/z⁷. Dropping it therefore overestimates Q by less than 15/z⁶ of φ/z, which is 3.2×10⁻⁴ at z = 6.

Setting N φ(z) S(z)/z = 1 and solving for the exponential gives exp(z²/2) = N S(z)/(z√(2π)), hence

z = √(2 ln[N S(z)/(z√(2π))]).

Start from z = 6. Then S = 1 − 0.02778 + 0.00231 = 0.97454 and z√(2π) = 15.040. The argument of the logarithm is 6.480×10⁷, its logarithm is 17.987, and the new value is √35.974 = 5.9978. The next iterates are 5.997854 and 5.997852. The logarithm depends on z mainly through −ln z, so the right-hand side has slope close to −1/z² ≈ −0.03, and each pass shrinks the error by a factor of more than 30.

The bound on Q also bounds the error of z. Since Q′(z) = −φ(z), an excess in Q of less than (15/z⁶)(φ/z) raises the solution by less than about 15/z⁷ = 5.4×10⁻⁵, which is 0.0013 mV in the margin.

Direct numerical inversion of Q gives z = 5.997807, within this bound. The margin is

m = 25 mV × 5.9978 = 149.9 mV, or 0.150 V.

For both signs, Q = 0.5×10⁻⁹, z = 6.109 and the margin is 152.7 mV. Halving the allowed tail costs less than 3 mV because the tail is so steep.

**(c) What is the chance that no device lies above the one-sided margin? What margin makes this chance 99 percent?**

*Model answer.* Independence is needed here. Each device stays below m with probability 1 − Q, so

P(none) = (1 − Q)^N = exp[N ln(1 − Q)] ≈ exp(−NQ),

because ln(1 − Q) ≈ −Q for small Q. At the margin NQ = 1 and P(none) = 1/e = 0.368. A chip designed to this margin has at least one device beyond it with a probability of 63 percent.

For P(none) = 0.99 the expected count must be NQ = −ln 0.99 = 0.01005. Inversion of Q gives m = 167.6 mV, about 18 mV more.

**(d) Is the margin equal to the mean of the largest shift on the chip? Derive an estimate of that mean.**

*Model answer.* No. Let M be the largest shift. It lies below σz′ when no device exceeds σz′, so

P(M ≤ σz′) ≈ exp[−N Q(z′)].

Near the margin, expand ln Q to first order. Its derivative is −φ/Q = −h, where h(z) = φ(z)/Q(z) = 6.156 at the margin. With NQ(z) = 1,

N Q(z′) ≈ exp[−h(z′ − z)].

Let G = h(M/σ − z) be the scaled largest shift. Then P(G ≤ y) = exp(−e^(−y)), the Gumbel law. Its mean follows from the substitution u = e^(−y), which turns the density into e^(−u) on u > 0:

⟨G⟩ = −∫₀^∞ ln u e^(−u) du = γ = 0.5772.

Therefore

⟨M⟩ ≈ σ(z + γ/h) = 149.94 + 25 × 0.5772/6.156 = 152.3 mV.

Integrating the distribution of the maximum without the linear expansion gives 152.2 mV. The estimate is slightly high for a reason that can be traced. Differentiation gives h′ = h(h − z), and h > z because part (b) shows Q < φ/z. The slope of ln Q thus steepens with z, and ln Q lies below its tangent on both sides. The straight line overstates the number of exceedances, and with it the maximum.

The median of M has exp(−NQ) = 1/2, so NQ = ln 2, which gives 151.4 mV. The three levels (margin, median and mean) differ by little over 2 mV, but they answer different questions.

**(e) Suppose that 10 mV of the deviation is common to all devices on a chip, with the total σ held at 25 mV. What happens to the expected count and to the chance of none at the margin of part (b)? Separately, what happens to the count if σ is really 5 percent larger?**

*Model answer.* Write Xᵢ = C + Yᵢ, with C common to the chip and Yᵢ independent from device to device. Variances add, so the local deviation is √(25² − 10²) = 22.9 mV. Each Xᵢ is still Gaussian with σ = 25 mV, and by part (a) the expected count, averaged over chips, is still one.

For a given C the devices are independent, so the chance of none is the average

P(none) = ⟨exp[−N Q((m − C)/22.9 mV)]⟩ over C = 0.830.

This is much larger than 0.368. The exceedances gather on fewer chips. Since the overall mean is one, a chip that has any exceedance has on average 1/(1 − 0.830) = 5.9 of them, against 1/(1 − 0.368) = 1.6 for independent shifts.

If σ is 5 percent larger and m is unchanged, the argument of Q falls to 5.9978/1.05 = 5.712, and the expected count rises from 1 to 5.6. To restore a count of one, the margin must grow by 5 percent, or 7.5 mV.

**(f) Take a planar silicon n-channel device with a 70 nm × 70 nm gate, 2 nm equivalent oxide thickness and N_A = 3×10¹⁸ cm⁻³ uniform acceptors. Its dopants are randomly placed, and its gate length has a deviation of 2 nm. Estimate how far the upper and lower margins depart from the Gaussian value, with the total σ held at 25 mV.**

*Model answer.* First find the effect of one dopant. Let d be the depletion width, and let a sheet of Δ extra acceptors per area lie at depth x < d. Threshold is taken at fixed band bending 2φ_F, where φ_F is the Fermi potential. The band bending is q/ε times the first moment of the acceptor density, so with δd the change of width

N_A d δd + xΔ = 0, δd = −xΔ/(N_A d).

The depletion charge per area changes by q(N_A δd + Δ) = qΔ(1 − x/d). Dividing by the oxide capacitance per area C_ox gives the threshold shift. One dopant, averaged over the gate area WL, has Δ = 1/(WL) and contributes

a(1 − x/d), a = q/(C_ox WL) = 1.894 mV.

With φ_F = 0.505 V, the depletion width is d = √(4εφ_F/(qN_A)) = 20.9 nm. The mean number of dopants under the gate is λ = N_A d WL = 307.

For a Poisson number of independent contributions w, the logarithm of the moment generating function is λ(⟨e^(tw)⟩ − 1). Its n-th derivative at t = 0 is the n-th cumulant. With u = x/d uniform between 0 and 1,

κₙ = λ⟨wⁿ⟩ = λaⁿ ∫₀¹ (1 − u)ⁿ du = λaⁿ/(n + 1).

The dopant deviation is √κ₂ = a√(λ/3) = 1.894 × √(306.6/3) = 19.15 mV. The third cumulant is positive, so dopants lengthen the upper tail.

A shorter gate lowers the threshold. An exponential roll-off gives, for a length error δL,

−V₀[exp(−δL/ℓ) − 1] = V₀[δL/ℓ − (δL/ℓ)²/2 + …],

with assumed values V₀ = 30.2 mV and ℓ = 20 nm. Its deviation is 3.04 mV. The negative quadratic term gives it the opposite skew, but its variance is small. The remaining deviation, √(25² − 19.15² − 3.04²) = 15.8 mV, is assigned to independent Gaussian sources. With this first-order response to each dopant, the skewness of the total, s = κ₃/σ³, is 0.0328.

To see what skewness does to a far quantile, represent the shift by a slightly bent Gaussian variable Z:

X/σ = Z + b(Z² − 1).

Its mean is zero. To first order in b its variance is one and its third moment is 3b⟨Z²(Z² − 1)⟩ = 3b(3 − 1) = 6b, so b = s/6. The map is increasing over the range that matters here, and it carries the quantile ±z to ±z + s(z² − 1)/6. The shift of both quantiles is

25 mV × 0.0328 × (35.97 − 1)/6 = 4.8 mV.

This predicts margins of 154.7 mV upward and 145.2 mV downward. Numerical convolution of the Poisson, roll-off and Gaussian distributions, with the same first-order dopant weights, gives 154.8 mV and 145.3 mV.

The first-order weights are good enough for the deviation but not for the skewness. Let R and B be the departures of Σ(1 − u) and Σu from their means, summed over the dopants. The depletion edge moves by δd = −Bd/λ to first order. The term N_A δd²/2 in the first moment then pulls the edge back by δd²/(2d), which removes B²/(2λ) dopants from the depletion charge. (The terms from the random density at the edge cancel.) The charge, counted in dopants, thus changes by R − B²/(2λ). Since ⟨RB⟩ = λ ∫₀¹ u(1 − u) du = λ/6, the third cumulant changes to leading order by

−(3/(2λ)) × 2⟨RB⟩² = −λ/12,

which turns the dopant term λa³/4 into λa³/6. The total skewness falls to 0.0217. The gate length also couples to the dopants. Since a ∝ 1/L and λ ∝ L, the dopant variance σ_d² = λa²/3 scales as 1/L, so a short gate both lowers the threshold and widens the dopant spread. With σ_L = 2 nm this adds three times the covariance of the roll-off shift with the dopant variance to κ₃,

−3σ_d²V₀σ_L²/(Lℓ) = −95 mV³.

The skewness becomes 0.0156 and the shift of the quantiles 2.3 mV. With the higher cumulants included, the margins are about 152.5 mV upward and 148 mV downward. The same map, taken at Z = 0, moves the median by only −25 mV × 0.0156/6 = −0.07 mV, yet it moves each margin by about 1.5 percent.

**(g) Estimate the influence of confinement of the inversion layer and of warming from 300 to 360 K. Then judge how far the answer of part (b) can be trusted for real devices.**

*Model answer.* Electrons at the surface occupy a well that is roughly triangular, with field F = qN_A d/ε = 0.97 MV/cm. Balancing kinetic energy ħ²/(2m*r²) against qFr, where r is the layer thickness and m* the electron mass normal to the surface, gives r ∝ F^(−1/3) and an energy E₀ ∝ F^(2/3). For a hard wall the Schrödinger equation reduces to the Airy equation. Its first zero gives E₀ = 2.338(ħ²/2m*)^(1/3)(qF)^(2/3) = 0.171 eV for m* = 0.92 electron masses, the value for the lowest level on a (100) surface. A finite oxide barrier and the fall of the field with depth lower E₀ to about 0.16 eV and the factor below to about 1.19.

The constant part of this rise belongs to the mean threshold and drops out of X. The varying part does not. A relative change δ of the depletion charge shifts the oxide voltage by V_dep δ, where V_dep = qN_A d/C_ox = 0.581 V, and shifts E₀/q by (2/3)(E₀/q)δ. The shift per dopant is thus multiplied by

1 + (2/3)(0.171/0.581) = 1.20.

This estimate ignores the inversion charge and the extra depletion caused by the higher level. The dopant part becomes 22.9 mV. With the total still held at 25 mV, the first-order response gives a skewness of 0.056 and margins of about 158 mV and 142 mV. The second-order movement of the depletion edge and the curvature of F^(2/3) lower the skewness to about 0.033, and the coupling to the gate length lowers it further to about 0.025. The margins become about 154 mV upward and 147 mV downward.

The neglected extra depletion is not small. Including it raises the dopant part to about 25 mV, which leaves no room for the other sources within the assumed total. For this device the total deviation would then exceed 25 mV, and the margins would grow with it.

Warming acts on all devices together. For an n⁺ gate without oxide charge the flat-band voltage is −E_g/(2q) − φ_F, where E_g is the gap. Adding the band bending 2φ_F and the oxide voltage gives

V_T = −E_g/(2q) + φ_F + √(4εqN_Aφ_F)/C_ox.

A higher temperature raises the intrinsic carrier density and lowers φ_F. For silicon, with the decrease of its gap on warming included, the slope is −0.57 mV/K at 300 K, and the threshold falls by about 36 mV at 360 K. These values depend on the silicon parameters: measured temperature dependences of the band densities of states give about −0.60 mV/K and 38 mV. If σ does not change, the one-in-a-billion low device then lies about 150 + 36 = 186 mV below the mean threshold at 300 K. This matters for leakage.

The device values are rough figures for scaled bulk planar transistors, and a deviation of 25 mV is plausible for them. The roll-off values are assumptions. Discrete dopants break the assumption of a Gaussian law out to six deviations. Within this model, at fixed σ, that moves the margin by 2 to 4 mV, less than the 7.5 mV due to a 5 percent error in σ. Real channels also have non-uniform doping, and their current finds paths around individual dopants. Averaging each charge over the gate area omits this effect, and its size has not been computed here. The dopant estimate does not carry over to transistors with nearly undoped channels.

For the stated Gaussian problem the answer is 149.9 mV. For a real device of this kind whose total deviation is known to be 25 mV, "about 150 mV, uncertain by at least several mV, before temperature is allowed for" is as much as the model supports. The numerical output below lists the values used; its skewness values and skewed margins are those of the first-order dopant response.

Computed values

```
Number of devices: 1000000000
Standard deviation of threshold shift: 25 mV
Series iterate 0 for z: 6
Series iterate 1 for z: 5.997795
Series iterate 2 for z: 5.997854
Series iterate 3 for z: 5.997852
One-sided z, numerical: 5.997807
One-sided margin: 149.945 mV
Two-sided z: 6.10941
Two-sided margin: 152.74 mV
Chance of no device above one-sided margin: 0.3679
Margin for 99 percent chance of none: 167.63 mV
Tail decay rate h per unit z: 6.1563
Median largest shift: 151.43 mV
Mean largest shift, quadrature: 152.19 mV
Mean largest shift, Gumbel estimate: 152.29 mV
Common shift standard deviation: 10 mV
Local standard deviation with common shift: 22.91 mV
Expected count with common shift: 1
Chance of none with common shift: 0.8301
Expected count if sigma is 5 percent larger: 5.58
Gate width and length: 70 nm
Equivalent oxide thickness: 2 nm
Acceptor density: 3e+18 cm^-3
Fermi potential at 300 K: 0.5046 V
Depletion width: 20.86 nm
Mean dopant number: 306.6
Surface-dopant threshold step a: 1.894 mV
Dopant standard deviation: 19.15 mV
Gate-length standard deviation: 2 nm
Roll-off decay length: 20 nm
Roll-off amplitude V0 at nominal length: 30.2 mV
Length part of threshold deviation: 3.04 mV
Remaining Gaussian deviation: 15.79 mV
Skewness of total shift: 0.0328
Upper margin with dopant and length skew: 154.8 mV
Lower margin with dopant and length skew: 145.3 mV
Depletion charge over oxide capacitance: 0.5806 V
Surface field: 0.968 MV/cm
Inversion mass over electron mass: 0.92
Lowest confined level: 0.171 eV
Confinement factor on dopant shift: 1.2
Dopant deviation with confinement: 22.9 mV
Remaining Gaussian deviation with confinement: 9.57 mV
Skewness with confinement: 0.0564
Upper margin with confinement: 158.1 mV
Lower margin with confinement: 141.7 mV
Threshold temperature slope at 300 K: -0.572 mV/K
Common threshold shift from 300 to 360 K: -35.7 mV
```
